# Lennard-Jones tail corrections and the pressure impulse at a cutoff: a program that tests the result

```python
# Result under test, in reduced units epsilon = sigma = k_B = 1:
#   energy tail per particle = (8 pi/3) rho (x^9/3 - x^3),  x = 1/rc
#   pressure tail            = (16 pi/3) rho^2 (2 x^9/3 - x^3)
#   cutoff impulse           = (8 pi/3) rho^2 (x^9 - x^3), for g(rc) near 1
# rho: number density; T: temperature; rc: cutoff; g: pair distribution.
# The impulse belongs to the unshifted potential truncated at rc.
import numpy as np
from scipy.integrate import quad

pi = np.pi
rho, T, rc = 0.8, 1.0, 2.5


def potential(r):
    return 4.0 * (r**-12 - r**-6)


def slope(r):
    return -48.0 * r**-13 + 24.0 * r**-7


def energy_tail(density, cutoff):
    x = 1.0 / cutoff
    return 8 * pi / 3 * density * (x**9 / 3 - x**3)


def pressure_tail(density, cutoff):
    x = 1.0 / cutoff
    return 16 * pi / 3 * density**2 * (2 * x**9 / 3 - x**3)


def impulse(density, cutoff):
    x = 1.0 / cutoff
    return 8 * pi / 3 * density**2 * (x**9 - x**3)


def integrate(function, lower, upper):
    return quad(function, lower, upper, epsabs=1e-12, epsrel=1e-11, limit=300)[0]


def energy_integral(density, cutoff):
    return 2 * pi * density * integrate(
        lambda r: r**2 * potential(r), cutoff, np.inf)


# Tail integrals and their thermodynamic relation, at several cutoffs.
for cutoff in (1.5, 2.5, 4.0):
    direct_energy = energy_integral(rho, cutoff)
    direct_pressure = -2 * pi / 3 * rho**2 * integrate(
        lambda r: r**3 * slope(r), cutoff, np.inf)
    assert np.isclose(direct_energy, energy_tail(rho, cutoff), rtol=1e-8)
    assert np.isclose(direct_pressure, pressure_tail(rho, cutoff), rtol=1e-8)
    h = 1e-3
    derivative = (energy_integral(rho + h, cutoff)
                  - energy_integral(rho - h, cutoff)) / (2 * h)
    assert np.isclose(rho**2 * derivative,
                      pressure_tail(rho, cutoff) - impulse(rho, cutoff), rtol=1e-7)

# Low-density limit: P = rho*T + rho^2*T*B2.
# Below r = 0.3 the Boltzmann factor is zero in double precision.
core = 0.3
u_cut = potential(rc)


def second_virial_times_T(shift):
    outer = integrate(
        lambda r: r**2 * np.expm1(-(potential(r) - shift) / T), core, rc)
    return T * (2 * pi * core**3 / 3 - 2 * pi * outer)


def force_integral(shift):
    return -2 * pi / 3 * integrate(
        lambda r: r**3 * slope(r) * np.exp(-(potential(r) - shift) / T), core, rc)


B2_truncated = second_virial_times_T(0.0)
B2_shifted = second_virial_times_T(u_cut)
virial_truncated = force_integral(0.0)
virial_shifted = force_integral(u_cut)
jump_low_density = 2 * pi / 3 * rc**3 * T * (1 - np.exp(-u_cut / T))
assert np.isclose(B2_truncated, virial_truncated + jump_low_density, rtol=1e-8)
assert np.isclose(B2_shifted, virial_shifted, rtol=1e-8)
linear_ratio = impulse(1.0, rc) / jump_low_density
assert abs(linear_ratio - 1) < 0.01  # next term is u(rc)/(2T), below 1 percent

# Hybrid Monte Carlo: smooth forces propose moves; the unshifted truncated
# energy decides acceptance, so the discontinuous model is sampled.
rng = np.random.default_rng(42)
cells = 4
N = 4 * cells**3
volume = N / rho
L = volume ** (1 / 3)
lattice = L / cells
basis = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
grid = np.array(np.meshgrid(*[np.arange(cells)] * 3)).reshape(3, -1).T
position = ((grid[:, None, :] + basis[None, :, :]).reshape(-1, 3) * lattice).T
first, second = np.triu_indices(N, 1)


def separations(pos):
    d = np.take(pos, first, axis=1) - np.take(pos, second, axis=1)
    d -= L * np.rint(d / L)
    return d, d[0]**2 + d[1]**2 + d[2]**2


def energy_and_force(pos):
    d, r2 = separations(pos)
    near = np.flatnonzero(r2 < rc**2)
    inverse2 = 1.0 / r2[near]
    inverse6 = inverse2**3
    energy = 4 * np.sum(inverse6**2 - inverse6)
    pair_force = 24 * (2 * inverse6**2 - inverse6) * inverse2 * d[:, near]
    force = np.array([
        np.bincount(first[near], pair_force[a], N)
        - np.bincount(second[near], pair_force[a], N) for a in range(3)])
    return energy, force


def truncated_energy(distances):
    return np.sum(potential(distances[distances < rc]))


trajectories, equilibration = 400, 100
steps, dt = 20, 0.008
strain = 0.002           # relative volume change
outer_radius = 3.4       # stays inside half the box length
bin_width = 0.05
assert outer_radius < L / 2
energy, force = energy_and_force(position)
accepted = 0
records = []
for trajectory in range(trajectories):
    momentum = rng.normal(0, np.sqrt(T), (3, N))
    old_total = energy + 0.5 * np.sum(momentum**2)
    trial, trial_force = position.copy(), force
    for _ in range(steps):
        momentum += 0.5 * dt * trial_force
        trial += dt * momentum
        trial_energy, trial_force = energy_and_force(trial)
        momentum += 0.5 * dt * trial_force
    change = trial_energy + 0.5 * np.sum(momentum**2) - old_total
    if np.log(rng.random()) < -change / T:
        position, energy, force = trial, trial_energy, trial_force
        accepted += 1
    if trajectory < equilibration:
        continue
    r = np.sqrt(separations(position)[1])
    inside = r[r < rc]
    shell = r[(r >= rc) & (r < outer_radius)]
    expanded = truncated_energy(r * (1 + strain) ** (1 / 3)) - energy
    compressed = truncated_energy(r * (1 - strain) ** (1 / 3)) - energy
    order = abs(np.mean(np.exp(2j * pi / lattice * position.sum(axis=0))))
    records.append([
        energy / N,
        -np.sum(inside * slope(inside)) / (3 * volume),
        expanded, compressed,
        np.count_nonzero((r >= rc - bin_width) & (r < rc)),
        np.count_nonzero((r >= rc) & (r < rc + bin_width)),
        np.sum(potential(shell)) / N,
        -np.sum(shell * slope(shell)) / (3 * volume), order])
records = np.array(records)


def measured_impulse(data):
    # Opposite volume changes cancel the leading finite-change error.
    plus = T * np.log(np.mean(np.exp(-data[:, 2] / T))) / (strain * volume)
    minus = -T * np.log(np.mean(np.exp(-data[:, 3] / T))) / (strain * volume)
    return 0.5 * (plus + minus) - np.mean(data[:, 1])


def block_error(function):
    values = [function(block) for block in np.array_split(records, 6)]
    return np.std(values, ddof=1) / np.sqrt(len(values))


means = records.mean(axis=0)
inner_volume = 4 * pi / 3 * (rc**3 - (rc - bin_width)**3)
outer_volume = 4 * pi / 3 * ((rc + bin_width)**3 - rc**3)
g_inside = means[4] / (0.5 * N * rho * inner_volume)
g_outside = means[5] / (0.5 * N * rho * outer_volume)
g_cut = 0.5 * (g_inside + g_outside)
impulse_from_g = 2 * pi / 3 * rho**2 * rc**3 * u_cut * g_cut
impulse_sampled = measured_impulse(records)
impulse_error = block_error(measured_impulse)
shell_energy_formula = energy_tail(rho, rc) - energy_tail(rho, outer_radius)
shell_pressure_formula = pressure_tail(rho, rc) - pressure_tail(rho, outer_radius)
P_cut = rho * T + means[1]
P_cut_error = block_error(lambda data: np.mean(data[:, 1]))
energy_error = block_error(lambda data: np.mean(data[:, 0]))
acceptance = accepted / trajectories

print("All quantities are in reduced Lennard-Jones units")
print(f"density rho = {rho:.3f} sigma^-3")
print(f"temperature T = {T:.3f} epsilon/k_B")
print(f"cutoff rc = {rc:.3f} sigma")
print(f"x^3 = {rc**-3:.6f} (dimensionless)")
print(f"x^9 = {rc**-9:.9f} (dimensionless)")
print(f"u(rc) = {u_cut:.6f} epsilon")
print(f"energy tail per particle = {energy_tail(rho, rc):.6f} epsilon")
print(f"pressure tail = {pressure_tail(rho, rc):.6f} epsilon/sigma^3")
print(f"impulse with g=1 = {impulse(rho, rc):.6f} epsilon/sigma^3")
print(f"pressure tail minus impulse = "
      f"{pressure_tail(rho, rc) - impulse(rho, rc):.6f} epsilon/sigma^3")
print(f"T*B2, truncated = {B2_truncated:.6f} epsilon sigma^3")
print(f"its smooth-force part = {virial_truncated:.6f} epsilon sigma^3")
print(f"its exact jump part = {jump_low_density:.6f} epsilon sigma^3")
print(f"linear/exact low-density jump = {linear_ratio:.6f}")
print(f"T*B2, shifted = {B2_shifted:.6f} epsilon sigma^3")
print(f"shifted smooth-force part = {virial_shifted:.6f} epsilon sigma^3")
print(f"number of particles = {N}")
print(f"box length = {L:.4f} sigma")
print(f"sampled configurations = {len(records)}")
print(f"acceptance fraction = {acceptance:.3f}")
print(f"mean initial-lattice order = {means[8]:.3f} (dimensionless)")
print(f"g just inside cutoff = {g_inside:.3f}")
print(f"g just outside cutoff = {g_outside:.3f}")
print(f"mean g at cutoff = {g_cut:.3f}")
print(f"impulse from volume changes = {impulse_sampled:.4f} epsilon/sigma^3")
print(f"its standard error = {impulse_error:.4f} epsilon/sigma^3")
print(f"impulse from sampled g = {impulse_from_g:.4f} epsilon/sigma^3")
print(f"shell outer radius = {outer_radius:.2f} sigma")
print(f"sampled shell energy per particle = {means[6]:.4f} epsilon")
print(f"uniform shell energy per particle = {shell_energy_formula:.4f} epsilon")
print(f"sampled shell pressure = {means[7]:.4f} epsilon/sigma^3")
print(f"uniform shell pressure = {shell_pressure_formula:.4f} epsilon/sigma^3")
print(f"cut potential energy per particle = {means[0]:.4f} epsilon")
print(f"its standard error = {energy_error:.4f} epsilon")
print(f"tail-corrected energy per particle = "
      f"{means[0] + energy_tail(rho, rc):.4f} epsilon")
print(f"cut virial pressure = {P_cut:.4f} epsilon/sigma^3")
print(f"its standard error = {P_cut_error:.4f} epsilon/sigma^3")
print(f"truncated-model pressure, g=1 impulse = "
      f"{P_cut + impulse(rho, rc):.4f} epsilon/sigma^3")
print(f"truncated-model pressure, sampled impulse = "
      f"{P_cut + impulse_sampled:.4f} epsilon/sigma^3")
print(f"tail-corrected full pressure = "
      f"{P_cut + pressure_tail(rho, rc):.4f} epsilon/sigma^3")

assert acceptance > 0.4
assert means[8] < 0.3  # the starting crystal has melted
# Ten percent allows for finite sampling and the finite histogram width.
assert abs(impulse_sampled / impulse_from_g - 1) < 0.10
# These tolerances test approximate uniformity, not an exact identity.
assert abs(g_cut - 1) < 0.20
assert abs(means[6] / shell_energy_formula - 1) < 0.10
assert abs(means[7] / shell_pressure_formula - 1) < 0.10
print("all tests passed")
```

Output:

```
All quantities are in reduced Lennard-Jones units
density rho = 0.800 sigma^-3
temperature T = 1.000 epsilon/k_B
cutoff rc = 2.500 sigma
x^3 = 0.064000 (dimensionless)
x^9 = 0.000262144 (dimensionless)
u(rc) = -0.016317 epsilon
energy tail per particle = -0.428346 epsilon
pressure tail = -0.684417 epsilon/sigma^3
impulse with g=1 = -0.341740 epsilon/sigma^3
pressure tail minus impulse = -0.342677 epsilon/sigma^3
T*B2, truncated = -4.778850 epsilon sigma^3
its smooth-force part = -4.240501 epsilon sigma^3
its exact jump part = -0.538349 epsilon sigma^3
linear/exact low-density jump = 0.991864
T*B2, shifted = -4.171871 epsilon sigma^3
shifted smooth-force part = -4.171871 epsilon sigma^3
number of particles = 256
box length = 6.8399 sigma
sampled configurations = 300
acceptance fraction = 0.725
mean initial-lattice order = 0.085 (dimensionless)
g just inside cutoff = 0.894
g just outside cutoff = 0.871
mean g at cutoff = 0.883
impulse from volume changes = -0.3090 epsilon/sigma^3
its standard error = 0.0073 epsilon/sigma^3
impulse from sampled g = -0.3016 epsilon/sigma^3
shell outer radius = 3.40 sigma
sampled shell energy per particle = -0.2515 epsilon
uniform shell energy per particle = -0.2579 epsilon
sampled shell pressure = -0.4015 epsilon/sigma^3
uniform shell pressure = -0.4117 epsilon/sigma^3
cut potential energy per particle = -5.1294 epsilon
its standard error = 0.0035 epsilon
tail-corrected energy per particle = -5.5578 epsilon
cut virial pressure = 1.5956 epsilon/sigma^3
its standard error = 0.0177 epsilon/sigma^3
truncated-model pressure, g=1 impulse = 1.2538 epsilon/sigma^3
truncated-model pressure, sampled impulse = 1.2866 epsilon/sigma^3
tail-corrected full pressure = 0.9112 epsilon/sigma^3
all tests passed
```
